# The Delta gauge as a volume difference, tested for silicon

Two pseudopotentials for silicon, used in otherwise identical calculations, give equilibrium volumes that differ by 0.031 Å³ per atom, or 0.16 percent, and bulk moduli that differ by 0.46 GPa, or 0.47 percent. The Delta gauge between the two energy curves is 0.66 meV per atom. The bulk modulus times the volume difference is an energy too, and it is 18.7 meV per atom. Why is the gauge about one twenty-eighth of that product, and why does the larger relative disagreement, the one in the bulk modulus, hardly enter?

## The gauge and a quick estimate

Let \(E_a(V)\) and \(E_b(V)\) be the static energies per atom from two codes, each measured from its own minimum. This alignment removes the difference in total energy, which depends on the treatment of the core and has no bearing on the shape of the curve. Let \(V_m\) be the mean of the two equilibrium volumes, and let \(w=0.06\). The gauge is the root-mean-square difference over the window,

\[
\Delta=\left[\frac{1}{2wV_m}\int_{V_m(1-w)}^{V_m(1+w)}(E_a-E_b)^2\,dV\right]^{1/2}.
\]

Near its minimum each curve is a parabola with curvature \(B_0/V_0\), where \(B_0\) is the bulk modulus and \(V_0\) the equilibrium volume. Suppose that both parabolas have the same curvature \(\kappa\) and differ in their minima \(V_a\) and \(V_b\). Then

\[
E_a-E_b=\frac{\kappa}{2}\left[(V-V_a)^2-(V-V_b)^2\right]
=-\kappa\,(V_a-V_b)(V-V_m),
\]

because the squares of \(V\) cancel and \(V_m=(V_a+V_b)/2\). With \(x=(V-V_m)/V_m\), \(\delta V_0=V_a-V_b\) and \(\kappa V_m\simeq B_0\), this is the straight line \(-B_0\,\delta V_0\,x\). The mean of \(x^2\) between \(-w\) and \(w\) is \(w^2/3\), so

\[
\Delta\simeq\frac{w}{\sqrt3}\,B_0|\delta V_0|=0.0346\,B_0|\delta V_0| .
\]

The small prefactor is the typical fractional distance from the centre of the window. The straight line also has a physical meaning. Since \(P=-dE/dV\), the codes disagree at the same volume by the pressure \(P_a-P_b=B_0\,\delta V_0/V_0\), and the code with the larger equilibrium volume has the higher pressure. For the silicon pair this is 0.15 GPa in magnitude at the centre of the window. The real curves differ in curvature too, so the difference falls from 0.23 GPa at the smallest volume to 0.09 GPa at the largest. In the equal-curvature estimate, the gauge is the root-mean-square work done by a constant pressure difference, counted from the centre of the window.

## Beyond the parabola

The estimate leaves out the asymmetry of the curves and the differences in \(B_0\) and in its pressure derivative \(B'\). To include them, start from the definition \(B=-V\,dP/dV\), which gives \(E''=B/V\). Because \(dB/dV=B'\,dP/dV=-B'B/V\), one more derivative gives

\[
E'''=\frac{1}{V}\frac{dB}{dV}-\frac{B}{V^2}=-\frac{(B'+1)B}{V^2}.
\]

With \(y=(V-V_0)/V_0\), the Taylor series about the minimum is therefore

\[
E=B_0V_0\left[\frac{y^2}{2}-\frac{B'+1}{6}y^3+\frac{q}{24}y^4+\dots\right].
\]

The number \(q\) depends on the form chosen for the curve. The third-order Birch-Murnaghan form, used below, can be written with \(t=(V_0/V)^{2/3}-1\) as

\[
E=\frac{9B_0V_0}{16}\left[2t^2+(B'-4)t^3\right].
\]

Here \(t=(1+y)^{-2/3}-1=-\tfrac23y+\tfrac59y^2-\tfrac{40}{81}y^3+\dots\). The \(y^4\) coefficient of \(t^2\) is \(\tfrac{25}{81}+\tfrac{160}{243}=\tfrac{235}{243}\), and that of \(t^3\) is \(3\cdot\tfrac49\cdot\tfrac59=\tfrac{20}{27}\). Hence

\[
\frac{q}{24}=\frac{9}{16}\left[\frac{470}{243}+\frac{20}{27}(B'-4)\right],
\qquad q=10B'-\frac{125}{9}.
\]

Now let the two codes differ by \(\delta V_0\), \(\delta B_0\) and \(\delta B'\), each taken as \(a\) minus \(b\). Expand both curves about the mean parameters. Terms of second order in the differences are the same for both codes and cancel in the subtraction, so the first-order result has errors of third order.

The derivative with respect to \(V_0\) is taken at fixed \(V\). Write \(u=V-V_0\), so that \(du/dV_0=-1\). The three terms of the series give

\[
\frac{\partial}{\partial V_0}\frac{u^2}{2V_0}=-y-\frac{y^2}{2},
\]
\[
\frac{\partial}{\partial V_0}\left[-\frac{(B'+1)u^3}{6V_0^2}\right]=(B'+1)\left(\frac{y^2}{2}+\frac{y^3}{3}\right),
\]
\[
\frac{\partial}{\partial V_0}\frac{q\,u^4}{24V_0^3}=-\frac{q}{6}y^3+O(y^4).
\]

Their sum is \(-y+\tfrac12B'y^2+\left[\tfrac13(B'+1)-\tfrac16q\right]y^3\). With the Birch-Murnaghan \(q\), the last bracket is \(\tfrac{143}{54}-\tfrac43B'\). The derivatives with respect to \(B_0\) and \(B'\) are read directly from the series. At the mean parameters \(y=x\), so

\[
E_a-E_b=D_1x+D_2x^2+D_3x^3+\dots,\qquad D_1=-B_0\,\delta V_0,
\]
\[
D_2=\tfrac12\left(V_0\,\delta B_0+B_0B'\,\delta V_0\right),
\]
\[
D_3=B_0\,\delta V_0\left(\tfrac{143}{54}-\tfrac43B'\right)-\tfrac16(B'+1)V_0\,\delta B_0-\tfrac16B_0V_0\,\delta B'.
\]

To square and average, use the means of \(x^2\) and \(x^4\), which are \(w^2/3\) and \(w^4/5\). Odd powers average to zero on the symmetric window, so \(D_1\) does not mix with \(D_2\):

\[
\Delta^2=\frac{w^2}{3}D_1^2+\frac{w^4}{5}\left(D_2^2+2D_1D_3\right)+O(w^6).
\]

Dividing by the first term gives the correction to the simple rule,

\[
\frac{\Delta}{wB_0|\delta V_0|/\sqrt3}\simeq
\left\{1+\frac{3w^2}{5}\left[\left(\frac{D_2}{D_1}\right)^2+\frac{2D_3}{D_1}\right]\right\}^{1/2},
\]

with \(3w^2/5=0.00216\).

## Three limits

**A difference in volume alone.** Take \(B'=4\) and \(\delta B_0=\delta B'=0\). Then \((D_2/D_1)^2=4\) and \(D_3/D_1=2.69\), so the correction factor is \(\sqrt{1+0.00216\times9.37}=1.010\). The prefactor rises from 0.0346 to 0.0350. Direct integration of two Birch-Murnaghan curves with these properties also gives 0.0350. The rounded value 0.035 thus includes the leading effect of asymmetry for this \(B'\).

**A difference in bulk modulus alone.** Here \(D_1=0\), and to leading order

\[
\Delta\simeq\frac{w^2}{2\sqrt5}\,V_0|\delta B_0| .
\]

The simple rule would give zero. Equal volumes therefore do not prove equal curves. Setting this result equal to the rule shows which relative changes weigh the same:

\[
\frac{|\delta B_0|}{B_0}=\frac{2\sqrt5}{\sqrt3\,w}\,\frac{|\delta V_0|}{V_0}\simeq43\,\frac{|\delta V_0|}{V_0}.
\]

Direct integration gives 43.1 percent in \(B_0\) for one percent in \(V_0\). The reason is geometric: a change in \(B_0\) alters the energy in proportion to \(x^2\), which is very small inside a window of six percent.

**A constant pressure difference.** Let \(E_a=E_b+\pi V\), apart from the alignment constant. The minimum moves until \(E_b'=-\pi\), so to first order \(\delta V_0=-\pi V_0/B_0\). The added term has no second derivative. The new bulk modulus is therefore that of code \(b\) at the new volume, and

\[
\delta B_0=-B'B_0\,\frac{\delta V_0}{V_0}.
\]

This makes \(D_2\) vanish. The higher coefficients vanish as well, since the difference between the curves is a straight line by construction. As a test, a pressure of 0.3 GPa was added to a curve with \(V_0=20\) Å³, \(B_0=100\) GPa and \(B'=4\), and the new minimum and curvature were found numerically. The relative change of \(B_0\) was \(-4.025\) times that of \(V_0\), and \(\Delta\) was 0.99999 times the simple rule.

## Silicon

The silicon curves come from a plane-wave calculation in the local density approximation for the two-atom diamond cell. The two "codes" use the Hartwigsen-Goedecker-Hutter (HGH) and the earlier Goedecker-Teter-Hutter (GTH) pseudopotentials. They share one solver, so the comparison isolates the core treatment and says nothing about differences between independently written programs. The main runs use a cutoff of 14 hartree and a shifted \(3\times3\times3\) mesh of wave vectors. The kinetic energy is raised gradually in the last 2 hartree below the cutoff, which keeps the energy curves smooth as plane waves enter or leave the basis.

Birch-Murnaghan fits to five volumes give 19.538 Å³, 96.49 GPa and \(B'=4.217\) for HGH, and 19.569 Å³, 96.95 GPa and 4.204 for GTH. The digits serve the comparison; the volumes themselves still move by 0.04 to 0.07 Å³ when the cutoff or the mesh is changed, as shown below. With the mean modulus of 96.72 GPa and 1 GPa Å³ = 6.2415 meV, the simple rule gives

\[
\Delta\simeq0.03464\times96.72\times0.03102\times6.2415=0.649\ \text{meV/atom}.
\]

Integration of the fitted curves gives 0.664 meV per atom, which is 2.3 percent more than the rule. Interpolation of the raw energy differences, without the Birch-Murnaghan form for their shape, gives the same 0.664. The fits still supply the two minima and the centre of the window in that check.

The coefficients account for the missing 2.3 percent. In GPa Å³,

\[
D_1=96.72\times0.03102=3.00,
\]
\[
D_2=\tfrac12(-8.96-12.63)=-10.8,\qquad
D_3=8.90+7.78-3.94=12.7 .
\]

The bracket in the correction factor is \((10.8/3.00)^2+2(12.7/3.00)=21.4\), and \(\sqrt{1+0.00216\times21.4}=1.023\). The two parts of \(D_2\) have the same sign because HGH has both the smaller volume and the smaller modulus. A constant pressure difference would have given the smaller volume the larger modulus.

If the two volumes agreed and the modulus difference of 0.458 GPa remained, with equal \(B'\), the second limit would give 0.045 meV per atom. The modulus hardly enters the total here because its relative difference is 3 times that of the volume, far below the factor of 43 needed for equal weight. What it does contribute comes mostly through cross terms with \(\delta V_0\) in \(D_2^2\) and \(D_1D_3\). Setting \(\delta B_0=0\) lowers \(\Delta\) from 0.664 to 0.654, about 1.5 of the 2.3 percent, whereas adding 0.045 in quadrature would account for only about 0.002 meV per atom.

Two further pairs keep the HGH pseudopotential and change a numerical setting:

| Pair | \(\delta V_0\) (Å³) | \(\Delta\) (meV) | \(\Delta\)/rule |
|---|---:|---:|---:|
| HGH and GTH | −0.031 | 0.664 | 1.023 |
| mesh 2 and 3 | +0.065 | 1.367 | 1.013 |
| 14 and 18 hartree | +0.042 | 0.884 | 1.015 |

The mesh comparison is made at 14 hartree, and the cutoff comparison at mesh 2. Changing the mesh leaves the fitted \(B_0\) nearly unchanged, with a difference of 0.008 GPa, so this pair is close to the first limit. In the cutoff pair \(D_2\) is smaller, and much of the correction comes through \(D_3\) from a difference of 0.051 in \(B'\).

The table also shows that either numerical change moves \(V_0\) by more than the change of pseudopotential does. The core comparison survives because both codes move together. Between mesh 2 and mesh 3, at 14 hartree, its \(\Delta\) changes by +0.030 meV per atom. Between 14 and 18 hartree, at mesh 2, it changes by −0.016. These are observed shifts, not bounds on the remaining error. The treatment of the basis matters too: at mesh 2, a cutoff of 22 hartree with a fixed set of plane waves and an unmodified kinetic energy gives about 0.66, both at 22 and at 30 hartree (0.662 and 0.656), roughly 0.04 above the 18 hartree value. Adding a mesh shift of about 0.03 suggests a converged value near 0.69, so the main result of 0.66 is probably low by about 0.03 meV per atom. Had the two codes used different meshes, the mesh could have dominated the gauge.

## Where the rule holds

Define \(\beta=(\delta B_0/B_0)/(\delta V_0/V_0)\). For \(\delta B'=0\),

\[
\frac{D_2}{D_1}=-\frac{\beta+B'}{2},\qquad
\frac{D_3}{D_1}=\frac43B'-\frac{143}{54}+\frac{B'+1}{6}\beta .
\]

With \(B'=4.2\), the correction reaches 10 percent when \(\beta\) is roughly 12 or −28. Between these values the rule is good to 10 percent at this order. The HGH and GTH pair has \(\beta\simeq3\). As \(\delta V_0\) tends to zero at fixed \(\delta B_0\), \(|\beta|\) grows without limit and the rule fails. A large enough \(\delta B'\) spoils it too, through \(D_3\).

The gauge is nearly proportional to \(w\) in this regime, so values taken over different windows cannot be compared directly. It is also proportional to \(B_0V_0\) at a given relative volume error. A stiff solid therefore shows a larger \(\Delta\) than a soft one of the same atomic volume for the same percentage error.

## Static curves and real silicon

Real silicon has an atomic volume of roughly 20 Å³ and a bulk modulus of roughly 100 GPa, so the calculated curves lie in the right regime. They leave out atomic vibrations, and the errors of the local density approximation and of the pseudopotentials are not sized here. In a Debye model with Grüneisen number \(\gamma\), the vibrational energy \(E_{\rm vib}\) exerts a pressure \(\gamma E_{\rm vib}/V\), which expands the solid by \(\gamma E_{\rm vib}/B_0\) per atom. With a rough Debye temperature of 640 K and \(\gamma=1\), the zero-point energy is 62 meV per atom and the expansion is about 0.10 Å³, or 0.5 percent. At 300 K the same model gives 0.16 Å³. The thermal part of this is probably too large, since some low-frequency modes of silicon have negative Grüneisen numbers.

An expansion common to both codes cancels in \(\delta V_0\). If one curve included zero-point motion and the other did not, the rule would give a \(\Delta\) of about 2 meV per atom, three times the difference between the pseudopotentials. The gauge therefore compares codes meaningfully when both curves are static, or when both contain the same vibrational terms. A small \(\Delta\) shows that two calculations agree with each other; it does not show that either agrees with measured silicon. The remaining fit parameters are listed in the numerical output.

## Values computed for the example and the checks

```
window half-width w = 0.06
prefactor w/sqrt(3) = 0.03464
prefactor by quadrature, Birch-Murnaghan, B'=4 = 0.03499
1 GPa A^3 = 6.2415 meV
relative B0 change equal in Delta to 1% in V0 = 43.1 %
constant-pressure test: dlnB0/dlnV0 = -4.025 (B'=4)
constant-pressure test: Delta/rule = 0.99999
silicon volumes: 18.424 to 20.776 A^3/atom, 5 points
silicon fits: core, cutoff Ha, mesh: V0 A^3/atom, B0 GPa, B', misfit meV
 HGH 14 3: 19.5376, 96.49, 4.217, 0.0011
 GTH 14 3: 19.5687, 96.95, 4.204, 0.0010
 HGH 14 2: 19.6023, 96.48, 4.235, 0.0018
 GTH 14 2: 19.6319, 96.94, 4.217, 0.0018
 HGH 18 2: 19.5606, 96.78, 4.184, 0.0029
 GTH 18 2: 19.5894, 97.26, 4.167, 0.0030
pairs: dV0 A^3/atom, dB0 GPa, dB' (first minus second)
 cores, 14 Ha, mesh 3: -0.03102, -0.458, +0.0125
 cores, 14 Ha, mesh 2: -0.02963, -0.462, +0.0177
 cores, 18 Ha, mesh 2: -0.02876, -0.488, +0.0164
 HGH, mesh 2 vs 3: +0.06467, -0.008, +0.0181
 HGH, 14 vs 18 Ha: +0.04172, -0.293, +0.0509
pairs: Delta fit, Delta raw, rule, full formula (meV/atom); Delta/rule
 cores, 14 Ha, mesh 3: 0.6637, 0.6637, 0.6487, 0.6636; 1.023
 cores, 14 Ha, mesh 2: 0.6336, 0.6336, 0.6195, 0.6335; 1.023
 cores, 18 Ha, mesh 2: 0.6179, 0.6179, 0.6033, 0.6178; 1.024
 HGH, mesh 2 vs 3: 1.3670, 1.3670, 1.3491, 1.3668; 1.013
 HGH, 14 vs 18 Ha: 0.8843, 0.8844, 0.8716, 0.8842; 1.015
core-pair Delta shift, mesh 2 to 3 = +0.0301 meV/atom
core-pair Delta shift, 14 to 18 Ha = -0.0157 meV/atom
rough Debye temperature = 640 K, rough Grueneisen number = 1
vibrations at 0 K: energy 62.0 meV/atom, swelling 0.103 A^3/atom
 = 0.53 % of V0; Delta if in one code only 2.15 meV/atom
vibrations at 300 K: energy 94.3 meV/atom, swelling 0.157 A^3/atom
 = 0.80 % of V0; Delta if in one code only 3.27 meV/atom
```
